# No spin polarization from a two-terminal device with one outgoing mode

## Definitions and conventions

Atomic units are used in the algebra, so $\hbar=1$; numbers are in eV and nm. A device is joined to two leads, left ($L$) and right ($R$). Electrons enter from $L$, and those transmitted leave through $R$. They are independent, and scattering is elastic and coherent. The leads have no magnetic field and, until stated otherwise, no spin-orbit coupling.

In either lead let $x$ increase away from the device. An open orbital mode $n$ has a real transverse function $\chi_n$, wave number $k_n$ and speed $v_n$. Far from the device the wave function is

$$\psi=\sum_n\frac{\chi_n}{\sqrt{v_n}}\left(a_n e^{-ik_nx}+b_n e^{ik_nx}\right),$$

where $a_n$ and $b_n$ are two-component spinors of incoming and outgoing amplitudes. The factor $1/\sqrt{v_n}$ makes $|a_n|^2$ and $|b_n|^2$ particle fluxes. The scattering matrix is defined by $b=Sa$, with blocks

$$S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}.$$

Thus $t$ carries electrons from $L$ to $R$, and $r'$ reflects electrons that arrive from $R$.

"Unpolarized" means that all open modes of $L$, with both spins, are filled equally and without mutual coherence: $\langle aa^\dagger\rangle=1$ in $L$. The transmitted matrix is then $\langle bb^\dagger\rangle=t\langle aa^\dagger\rangle t^\dagger=tt^\dagger$, and its polarization is

$$\mathbf P=\frac{\mathrm{Tr}(\boldsymbol\sigma\,tt^\dagger)}{\mathrm{Tr}(tt^\dagger)},$$

with the trace also running over outgoing orbital modes. The claim is that $\mathbf P=0$ if the device is time-reversal invariant and $R$ has one open orbital mode, whatever the number of modes in $L$. It needs nonzero transmission, since otherwise $\mathbf P$ is undefined.

## The simple case: a strictly one-dimensional wire

Let the Rashba strength $\alpha(x)$ vanish outside the wire, and let $x$ now run from left to right throughout. With $p=-i\,d/dx$,

$$H=\frac{p^2}{2m}-\frac12(\alpha p+p\alpha)\sigma_y+V(x).$$

Since $\sigma_y^2=1$, completing the square gives

$$H=\frac{(p-m\alpha\sigma_y)^2}{2m}+V-\frac{m\alpha^2}{2}.$$

Write $\psi=e^{i\theta\sigma_y}\varphi$ with $\theta'(x)=m\alpha(x)$ and $\theta=0$ on the left. Differentiating the exponential produces $m\alpha\sigma_y\psi$, so

$$(p-m\alpha\sigma_y)\psi=e^{i\theta\sigma_y}p\varphi .$$

Applying this twice leaves a spin-independent equation for $\varphi$, with potential $V-m\alpha^2/2$. If its transmission amplitude is $t_0$, then

$$t=t_0e^{i\theta\sigma_y},\qquad tt^\dagger=|t_0|^2\,1 .$$

Spin-orbit coupling rotates a polarized input through an angle $2\theta$, but an equal mixture of two opposite spins remains an equal mixture. For constant $\alpha$ a half turn, $2m\alpha x=\pi$, takes $x=\pi/(2m\alpha)$. For $m=0.04$ electron masses and $\alpha=0.02$ eV nm this is 150 nm, so 100 nm of such a wire turns a spin by about $120^\circ$. As $\alpha\to0$ the rotation disappears and $t=t_0$.

In a wide strip, transverse motion brings in a second spin matrix that does not commute with $\sigma_y$, and modes mix. The rotation argument is then lost. Flux conservation and time reversal remain.

## Flux conservation for any number of modes

Equality of incoming and outgoing flux for every $a$ means $a^\dagger S^\dagger Sa=a^\dagger a$, hence $S^\dagger S=1$. The matrix is finite and square, so $SS^\dagger=1$ as well. The block of $SS^\dagger$ belonging to $R$ is

$$tt^\dagger+r'r'^\dagger=1. \tag{1}$$

The transmitted spin matrix is therefore fixed by reflection on the outgoing side. In the limit $r'=0$, it is the unit matrix without further argument.

## Time reversal

Time reversal acts as $\Theta=JK$, where $K$ is complex conjugation and $J=i\sigma_y$ acts on each spinor. $J$ is real and $J^2=-1$. Applied to the lead wave function, $\Theta$ exchanges $e^{-ik_nx}$ and $e^{ik_nx}$, so the new amplitudes are

$$a^{\rm new}=Jb^*,\qquad b^{\rm new}=Ja^* .$$

Closed modes decay with real exponents and still decay after conjugation. The transformed function is thus an admissible scattering state at the same energy and obeys $b^{\rm new}=Sa^{\rm new}$:

$$Ja^*=SJb^*=SJS^*a^* .$$

This holds for every $a$, so $J=SJS^*$. Multiply from the right by $S^T$ and use $S^*S^T=(SS^\dagger)^*=1$ to get $JS^T=SJ$. Multiplication from the right by $J^{-1}=-J$ gives

$$S=-JS^TJ=\sigma_yS^T\sigma_y, \tag{2}$$

because $-i^2=1$. Since $J$ does not mix leads, the $R$ block obeys $r'=\sigma_yr'^T\sigma_y$.

## One outgoing orbital mode

Now $r'$ is a $2\times2$ matrix and can be written $r'=\rho\,1+\mathbf d\cdot\boldsymbol\sigma$ with complex $\rho$ and $\mathbf d$. Transposition changes the sign of $\sigma_y$ alone. Conjugation by $\sigma_y$ changes the signs of $\sigma_x$ and $\sigma_z$ alone. Together they reverse all three:

$$\sigma_yr'^T\sigma_y=\rho\,1-\mathbf d\cdot\boldsymbol\sigma .$$

Equality with $r'$ requires $\mathbf d=0$. Then $r'=\rho\,1$, and equation (1) becomes

$$tt^\dagger=(1-|\rho|^2)\,1. \tag{3}$$

The Pauli matrices have zero trace, so $\mathbf P=0$ along every axis. The total transmission is $2(1-|\rho|^2)$.

The physical content is that an electron arriving from $R$ cannot be reflected into its own time-reversed state. That state moves outward in the same orbital mode with opposite spin. The prohibition holds for every spin axis, so reflection cannot rotate the spin or depend on it.

Equation (3) also covers current flowing both ways. If the leads have fillings $f_L$ and $f_R$, the outgoing matrix in $R$ is $f_Ltt^\dagger+f_Rr'r'^\dagger$, again a multiple of the unit matrix. The incoming one is $f_R\,1$, so the asymptotic spin current in $R$ vanishes.

Let $t_n$ be the $2\times2$ block from incoming mode $n$, with $T_n=\mathrm{Tr}(t_nt_n^\dagger)$ and polarization $\mathbf P_n$. Since $tt^\dagger=\sum_nt_nt_n^\dagger$,

$$\sum_nT_n\mathbf P_n=0 .$$

With one incoming mode its polarization must vanish, as in the wire. With several, each may be polarized and only the weighted sum is constrained. A source that fills the modes unequally can therefore give a polarized output.

## A strip with three modes in and one out

The Hamiltonian in the strip is $k^2/2m+\alpha(\sigma_xk_y-\sigma_yk_x)+U$. On a square lattice of spacing $\ell$, let $\gamma=1/(2m\ell^2)$. Central differences give the site energy $4\gamma+U$ and the bond matrices that multiply the amplitudes of the neighbours on the $+x$ and $+y$ sides,

$$B_x=-\gamma+\frac{i\alpha\sigma_y}{2\ell},\qquad B_y=-\gamma-\frac{i\alpha\sigma_x}{2\ell}.$$

Both satisfy $\sigma_yB^*\sigma_y=B$. The lattice model is thus itself time-reversal invariant, and the theorem holds in it at finite $\ell$.

To obtain $S$, let $q=k\ell$ and count lead columns $j$ outward from the strip's edge column, $j=0$. For an incoming wave of unit amplitude, the mode amplitude is $c_j=e^{-iqj}+se^{iqj}$, so $c_0=1+s$ and

$$c_1=e^{-iq}+(c_0-1)e^{iq}=e^{iq}c_0-2i\sin q .$$

The lead enters the edge equation through $-\gamma c_1=-\gamma e^{iq}c_0+iv$, where $v=2\gamma\sin q$ is the speed measured in columns per unit time. The first term is a self-energy and the second a source. With all self-energies collected in $\Sigma$ and $G=(E-H-\Sigma)^{-1}$, one has $\psi=iG\chi v$ and $s=\chi^T\psi-1$. Flux normalization gives

$$S_{nm}=-\delta_{nm}+i\sqrt{v_n}\,\chi_n^TG\chi_m\sqrt{v_m},$$

with a unit spin matrix understood in each $\chi$. Equation (2) is not imposed in this calculation.

The strip is 100 nm long and 60 nm wide, with $m$ and $\alpha$ as above and $\ell=5$ nm. The incoming lead is 60 nm wide and the outgoing lead, attached off centre, 30 nm. Site energies are random within $\pm0.005$ eV. The outgoing subbands start at 0.0102 and 0.0381 eV, so at 0.030 eV one orbital mode is open there, while three are open in the incoming lead. The lattice shifts the second threshold from its continuum value of 0.0418 eV, which changes the energy window but not the theorem. The numbers below belong to this lattice and are not converged continuum values. Refining to $\ell=1$ nm, with each site energy kept over its 5 nm cell, moves $T_1$ from 0.53 to 0.64, $|\mathbf P_1|$ from 0.46 to 0.35, $|\mathbf P_3|$ from 0.57 to 0.47 and the two-mode $|\mathbf P|$ at 0.045 eV from 0.0015 to 0.0004, while the total polarization at 0.030 eV stays zero.

| incoming mode | $T_n$ | $\mathbf P_n$ |
|---|---|---|
| 1 | 0.5335 | $(-0.394,\ 0.186,\ 0.135)$ |
| 2 | 1.2156 | $(0.167,\ -0.024,\ 0.028)$ |
| 3 | 0.2245 | $(0.034,\ -0.311,\ -0.473)$ |

Modes 1 and 3 emerge strongly polarized, with $|\mathbf P_n|$ near 0.46 and 0.57. For the $x$ component the weighted sum, using the more precise values in the check's output, is

$$-0.2101+0.2024+0.0077=0.0000 .$$

The full vector sum has length $1.7\times10^{-16}$, which is rounding error. The reflection number has $|\rho|^2=0.0132$, so the predicted transmission is $2(1-0.0132)=1.974$, equal to the sum of the $T_n$. The particle current through a cut in the middle of the strip, evaluated from the wave functions, gives the same 1.974.

Equation (3) was also tested on five other random strips, at energies from 0.015 to 0.037 eV, with Rashba strengths drawn between 0.01 and 0.05 eV nm and site energies within $\pm0.01$ eV. The largest norm of the difference between its two sides was $1.0\times10^{-15}$.

## Two outgoing modes

With more outgoing modes, equation (2) relates reflection blocks in pairs: $r'_{nm}=\sigma_yr'^T_{mn}\sigma_y$. The diagonal blocks are still spin-independent. For two modes, however,

$$r'_{12}=c+\mathbf d\cdot\boldsymbol\sigma,\qquad r'_{21}=c-\mathbf d\cdot\boldsymbol\sigma,$$

and $\mathbf d$ need not vanish. Multiplying out,

$$\mathrm{Tr}(\boldsymbol\sigma r'_{12}r'^\dagger_{12})=4\,\mathrm{Re}(c^*\mathbf d)+2i\,\mathbf d\times\mathbf d^* .$$

For $r'_{21}$ the first term changes sign and the second does not. The sum is $4i\,\mathbf d\times\mathbf d^*$. Put $\mathbf d=\mathbf u+i\mathbf w$ with real $\mathbf u,\mathbf w$; then $\mathbf d\times\mathbf d^*=-2i\,\mathbf u\times\mathbf w$. The trace of equation (1) with $\boldsymbol\sigma$ now gives

$$\mathrm{Tr}(\boldsymbol\sigma\,tt^\dagger)=-8\,\mathbf u\times\mathbf w .$$

Polarization therefore requires spin-dependent reflection between different orbital modes, with two non-parallel parts of $\mathbf d$. The length of $\mathrm{Tr}(\boldsymbol\sigma\,tt^\dagger)$, before division by the transmission, obeys $8|\mathbf u\times\mathbf w|\le4(|\mathbf u|^2+|\mathbf w|^2)=4|\mathbf d|^2$, the total weight of the spin-dependent part of that reflection. Setting $\mathbf d=0$ recovers zero.

For the same strip at 0.045 eV, where two outgoing modes are open, $|\mathbf P|=0.0015$. Back at 0.030 eV but with the current reversed, one mode enters and three leave, and $|\mathbf P|=0.0103$. Neither is forbidden, and both depend on energy: the reversed value reaches 0.05 near 0.038 eV.

## Spin-orbit coupling in the outgoing lead

Suppose the Rashba term continues into $R$. Choose outgoing flux-normalized modes $\phi_i$ and use $\Theta\phi_i$ as the incoming ones. Because $\Theta^2=-1$, time reversal of $\sum_i(a_i\Theta\phi_i+b_i\phi_i)$ gives $a^{\rm new}=b^*$ and $b^{\rm new}=-a^*$. Hence $-a^*=SS^*a^*$, so $SS^*=-1$. Multiplication by $S^T$ yields $S=-S^T$. The $2\times2$ block $r'$ is antisymmetric,

$$r'=\rho\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad r'r'^\dagger=|\rho|^2\,1,$$

and $tt^\dagger$ is again a multiple of the unit matrix. The two modes carry equal flux without coherence.

Equal flux does not imply zero spin density. A mode of speed $v_i$ and mean spin vector $\mathbf s_i$ has density proportional to $1/v_i$, so

$$\mathbf P_{\rm density}=\frac{\mathbf s_1/v_1+\mathbf s_2/v_2}{1/v_1+1/v_2}.$$

In a strictly one-dimensional Rashba lead the speeds are equal and the spins opposite, which gives zero. In the 30 nm lead the result is $2.5\times10^{-3}$. The speeds differ by the factor 1.00007; with $\mathbf s_1=-\mathbf s_2$ this could give at most about $4\times10^{-5}$. The density polarization thus comes mainly from mean spin vectors that do not cancel, $\mathbf s_1+\mathbf s_2\ne0$. If this lead later joins a single-mode lead without spin-orbit coupling, the whole chain is a device covered by equation (3), and the final output is unpolarized.

## Limits of the result in a real device

**Distance.** The theorem concerns the wave far from the junction. Closed modes carry spin density nearby: its polarization, summed across the lead, is $5.9\times10^{-3}$ at 5 nm from the edge column and $2.2\times10^{-6}$ at 50 nm. These values depend on the distance to the second threshold; with $\ell=1$ nm they become $2.8\times10^{-3}$ and $1.6\times10^{-7}$. A detector touching the junction is outside the assumptions.

**Magnetic field.** A field breaks equation (2). With 10 mT perpendicular to the strip and confined to it, acting on both orbit and spin, $|\mathbf P|=1.2\times10^{-4}$ for $g=+10$. The program's entry $-10$ acts as $+10$ because its orbital phase belongs to a field along $-z$ for a negatively charged electron, while its Zeeman term has the field along $+z$. For $g=-10$ the value is $1.3\times10^{-4}$ and for $g=0$ it is $1.2\times10^{-4}$, so the orbital effect dominates.

**Lost coherence and spin relaxation.** Model both together by probes that absorb electrons and re-emit them unpolarized with fillings $f_p$, chosen so that no probe draws net current. Write $t_p$ for the amplitudes from probe $p$ to $R$. The probes respect time reversal, so $r'=\rho\,1$ still holds, while flux conservation becomes $tt^\dagger+\sum_pt_pt_p^\dagger+r'r'^\dagger=1$. The outgoing matrix is

$$tt^\dagger+\sum_pf_pt_pt_p^\dagger=(1-|\rho|^2)1-\sum_p(1-f_p)t_pt_p^\dagger .$$

The last term may be polarized. It vanishes if every $f_p=1$. A real third terminal held at $f_p=0$ enters in the same way. For a 10 ps lifetime in the strip, $|\mathbf P|=1.5\times10^{-4}$. This value is due to the erasure of spin: probes that return the spin matrix they absorb, and so destroy phase alone, give $1.1\times10^{-6}$ at the same lifetime.

**Temperature.** The theorem applies at each energy, so thermal averaging matters when it reaches the second outgoing subband. For small bias and a Fermi energy held at 0.030 eV, the thermal weight above that threshold is $1.9\times10^{-10}$ at 4.2 K and 0.23 at 77 K. At 77 K, $|\mathbf P|$ is about $2\times10^{-4}$. Using 40 instead of 120 energies changes the vector by $1\times10^{-4}$, so only its order of magnitude is meaningful.

The mass, Rashba strength and size of the $g$ factor are rough values in the regime of an InAs quantum well, where $g$ is negative; the disorder is a chosen value. A 30 nm channel is narrow for a gate-defined constriction. A wider one has closer subbands and needs a lower temperature to stay in the single-mode regime. Corrections to the band shape and other spin-orbit terms leave the theorem intact if they respect time reversal and the leads meet the stated conditions. For this strip, the 10 mT field, the spin-relaxing probes and 77 K occupation each move $|\mathbf P|$ from zero to the order of $10^{-4}$; spin-conserving dephasing at 10 ps moves it only to the order of $10^{-6}$. Electron-electron interaction beyond a static, time-reversal-invariant potential has not been included, and its effect is not estimated here.

For a spin source, the design consequence is conditional: in a coherent, time-reversal-invariant two-terminal device with equally filled input modes, increasing $\alpha$ cannot produce polarization in a single-mode, spin-orbit-free output. At least one of those conditions must be changed. The numerical output below lists the values for this strip.

## Computed results

```
effective mass (electron masses): 0.04
Rashba strength: 0.02 eV nm
g factor: -10.0
lattice spacing: 5.0 nm; hopping: 0.03810 eV
strip length: 100 nm
incoming lead width: 60 nm
outgoing lead width: 30 nm
site disorder, half range: 0.005 eV
spin precession length (half turn): 150 nm
electron energy: 0.030 eV
outgoing subbands 1, 2 (lattice): 0.0102, 0.0381 eV
outgoing subband 2 (continuum): 0.0418 eV
open orbital modes in, out: 3, 1
largest deviation from theorem, 5 random devices: 1.0e-15
rho: -0.01118 +0.11441 i; |rho|^2: 0.01321
total transmission (maximum 2): 1.97357
bond current through interior cut: 1.97357
incoming mode 1: T = 0.53346, P = (-0.3938, 0.1856, 0.1354)
incoming mode 2: T = 1.21563, P = (0.1665, -0.0241, 0.0279)
incoming mode 3: T = 0.22448, P = (0.0342, -0.3105, -0.4730)
length of sum T_n P_n: 1.7e-16
|P|, all incoming modes filled: 1.0e-16
|P|, reversed operation (one mode in, three out): 0.0103
|P|, two outgoing modes at 0.045 eV: 0.0015
|P| of density 5 nm beyond strip edge column: 5.87e-03
|P| of density 50 nm beyond strip edge column: 2.20e-06
|P|, stray field 10 mT: 1.21e-04
thermal weight above outgoing subband 2 at 4.2 K: 1.9e-10
thermal weight above outgoing subband 2 at 77 K: 0.228
|P| at 77 K: 0.0002; change from coarser rule: 0.0001
|P|, dephasing lifetime 10 ps: 1.51e-04
|P| of density, Rashba term in outgoing lead: 2.51e-03
speed ratio of the two modes in that lead: 1.00007
```
